# Spin-degeneracy free energy when ligand exchange produces a spin-3/2 centre

## Question

I am working on an exercise about atomic layer deposition. A metal centre M exchanges a ligand with a closed-shell molecule,

$$
\mathrm{M{-}L+HX\longrightarrow M{-}X+HL},
$$

and its spin changes from $S=1/2$ to $S=3/2$. HL is closed-shell too. I am asked to show that the change gains about 0.03 eV of spin-degeneracy free energy at 500 K, neglecting spin-orbit splitting.

My attempt counts spin arrangements. One unpaired electron has 2, and three unpaired electrons have $2^3=8$. That gives $kT\ln(8/2)=2kT\ln2$, about 0.06 eV, twice the stated answer. What did I count wrongly?

I am also uneasy about the neglect of spin-orbit coupling. If the partners are closed-shell, the total spin changes in the reaction, and I thought this needed spin-orbit coupling. How can it be neglected and needed at once? And does the gain mean that the reaction is favourable?

## Answer

Your count includes states that lie too high in energy to be occupied. Spin-orbit coupling plays two separate parts: it lets the spin change, and it shifts and splits the levels. The exercise neglects the second. The gain is one term in the reaction free energy and does not fix the sign of the whole.

### What is being compared

Let the electronic levels of one centre be $E_i$, with lowest level $E_0$. Its electronic partition function is

$$
Z=\sum_i e^{-E_i/kT}=e^{-E_0/kT}q,\qquad
q=\sum_i e^{-(E_i-E_0)/kT}.
$$

The sum runs over states, so a level with four states is counted four times. Taking $-kT\ln Z$ gives

$$
F=E_0-kT\ln q .
$$

The difference in $E_0$ between product and reactant belongs to the reaction energy, along with the bond energies. The thermal part of the change is

$$
\Delta F_{\rm th}=-kT\ln q_f+kT\ln q_i=-kT\ln\frac{q_f}{q_i},
$$

where $i$ and $f$ mark the initial and final centre. I call $-\Delta F_{\rm th}$ the gain, so a positive gain lowers the free energy of the products. HX and HL each have a single electronic ground state and, by assumption, no thermally accessible excited one. Each contributes a factor of one. The electronic factor does not depend on volume, so the same term enters the Gibbs free energy.

### Why the count is 4 and not 8

Without spin-orbit coupling, other spin-dependent forces or a magnetic field, the Hamiltonian $H$ commutes with every component of the total spin. It therefore commutes with the lowering operator $S_-=S_x-iS_y$. If $H|S,M\rangle=E|S,M\rangle$, then

$$
H\,S_-|S,M\rangle=S_-H|S,M\rangle=E\,S_-|S,M\rangle .
$$

The lowered state has the same energy. Its squared norm is

$$
\|S_-|S,M\rangle\|^2=S(S+1)-M(M-1)=(S+M)(S-M+1).
$$

Starting from $M=S$, this first vanishes at $M=-S$. The chain $M=S,S-1,\ldots,-S$ contains $2S+1$ states. If the ground term is orbitally non-degenerate, these are all its states. If all other terms lie many $kT$ higher, $q\simeq 2S+1$.

Three spins one-half do have eight states. Two of them combine to spin 1 or spin 0. Adding the third to spin 1 gives $3/2$ or $1/2$, and adding it to spin 0 gives another $1/2$. The dimensions are

$$
2\times2\times2=8=4+2+2 .
$$

Only the four states of the quartet have $S=3/2$. The Coulomb interaction between the electrons separates the two doublets from the quartet. Counting all eight would be right if this separation were much less than $kT$, which is the opposite of the regime here.

With $S_i=1/2$ and $S_f=3/2$,

$$
\Delta F_{\rm spin}
=-kT\ln\frac{2S_f+1}{2S_i+1}
=-kT\ln\frac42=-kT\ln2 .
$$

At 500 K, $kT=0.04309$ eV, so

$$
-\Delta F_{\rm spin}=0.04309\times0.6931\ \mathrm{eV}=0.0299\ \mathrm{eV}
$$

per centre, or 2.88 kJ/mol. This is the requested 0.03 eV.

### Entropy, equilibrium and rate

In this limit the gain is entirely entropic:

$$
\Delta S_{\rm spin}=-\frac{d\Delta F_{\rm spin}}{dT}=k\ln2,
\qquad
\Delta U_{\rm spin}=\Delta F_{\rm spin}+T\Delta S_{\rm spin}=0 .
$$

Write the standard reaction free energy as $\Delta G^\circ=\Delta G^\circ_{\rm rest}-kT\ln2$. The equilibrium constant is then

$$
K=e^{-\Delta G^\circ/kT}
=e^{-\Delta G^\circ_{\rm rest}/kT}e^{\ln2}
=2K_{\rm rest}.
$$

The factor of 2 does not depend on temperature, although $K_{\rm rest}$ generally does. The reaction is favourable under standard conditions if $\Delta G^\circ<0$, that is, if $\Delta G^\circ_{\rm rest}<kT\ln2$. The spin term reverses the verdict only when $\Delta G^\circ_{\rm rest}$ lies between zero and 0.03 eV.

Nor does the forward rate have to double. For an elementary reversible step, equilibrium fixes the ratio of forward to backward rate constants. A doubled ratio can come from a faster forward step, a slower backward step, or both.

### How spin-orbit coupling can be both needed and neglected

Without spin-dependent forces, $H$ also commutes with $S^2$, at any position of the nuclei. The total spin is then conserved throughout the reaction. Since the partners are closed-shell, a change from $1/2$ to $3/2$ on the metal is a change of the total spin, and your objection is correct: some spin-dependent force must open the path. Spin-orbit coupling can do so. The equilibrium formula assumes that it has had time to act.

Its effect on the final energies is a separate matter. For an orbitally non-degenerate term, the orbital wavefunction can be chosen real. Each component of orbital angular momentum is Hermitian and purely imaginary in a real basis, so its expectation value in a real state is zero. The first-order spin-orbit splitting therefore vanishes. Splitting begins at second order, where the square of the coupling is divided by the distance to excited terms. A coupling can thus mix spins and still leave a splitting much smaller than $kT$.

Suppose that it splits the quartet into two pairs separated by $\delta$. With an odd number of electrons and no magnetic field, time-reversal symmetry keeps each pair degenerate. The initial doublet is one such pair and cannot split. Measured from the lowest level,

$$
q_i=2,\qquad q_f=2+2e^{-\delta/kT},
$$

and the gain becomes

$$
g_{\rm low}=kT\ln\left(1+e^{-\delta/kT}\right).
$$

To see the correction, take out a factor $e^{-\delta/2kT}$:

$$
1+e^{-\delta/kT}
=e^{-\delta/2kT}\left(e^{\delta/2kT}+e^{-\delta/2kT}\right)
=2e^{-\delta/2kT}\cosh\frac{\delta}{2kT}.
$$

Hence

$$
g_{\rm low}=kT\ln2-\frac{\delta}{2}+kT\ln\cosh\frac{\delta}{2kT}.
$$

For small $x$, $\ln\cosh x\simeq x^2/2$, so the last term is $\delta^2/(8kT)$ to leading order. The term $-\delta/2$ appears because energies are measured from the lower pair. If the reaction energy is instead referred to the mean of the four levels, which lies $\delta/2$ higher, the gain is

$$
g_{\rm mean}=g_{\rm low}+\frac{\delta}{2}
\simeq kT\ln2+\frac{\delta^2}{8kT}.
$$

The total free energy is the same in both conventions, provided that the reaction energy uses the same reference as the gain.

In the opposite limit, $\delta\gg kT$, the upper pair is empty. Then $g_{\rm low}\simeq kTe^{-\delta/kT}$ tends to zero: both centres have two accessible states, and the spin entropy change disappears.

### A d⁷ centre with its levels computed

The assumptions can be examined on a model of seven d electrons, the configuration of cobalt(II). The parameters are round and rough. The Racah parameters, which set the Coulomb interaction within the shell, are $B=0.10$ eV and $C=0.45$ eV. The one-electron spin-orbit constant is $\zeta=0.065$ eV. Seven electrons in five d orbitals have 120 states, and all are included.

The initial centre has a strong tetragonal ligand field. Its $xy$, $yz$ and $xz$ orbitals are at 0, $z^2$ is at 2.2 eV and $x^2-y^2$ at 3.4 eV. The final centre has a weak, slightly distorted tetrahedral field, with $x^2-y^2$ and $z^2$ at 0, $xy$ at 0.35 eV, and $yz$ and $xz$ at 0.45 eV.

Without spin-orbit coupling, the calculation finds:

- initially, 2 ground states with $S(S+1)=0.75$, and the next term 1.155 eV higher;
- finally, 4 ground states with $S(S+1)=3.75$, and the next term 0.350 eV higher.

These are a spin doublet and a spin quartet, both orbitally non-degenerate. The next term of the final centre is another quartet, $0.350/0.04309=8.1$ times $kT$ up, so it is hardly occupied. The lowest doublet lies much higher, at about 1.95 eV or 45 times $kT$. This is why the eight-state count fails here.

Summing all 120 levels gives $q_f/q_i=2.0007$ at 500 K and a gain of 0.0299 eV. The small excess over 2 comes from excited terms. One further quartet at 0.350 eV adds $4e^{-8.12}$ to $q_f$, and hence $2e^{-8.12}\simeq0.0006$ to the ratio. Higher terms supply the rest. With the ligand fields held fixed, the ratio is 2.0001 at 400 K and 2.0030 at 600 K. The spin-only gain rises from 0.024 to 0.036 eV over that range because it is proportional to $T$.

With spin-orbit coupling included, the final quartet splits by $\delta=0.00198$ eV, so $\delta/kT=0.046$. From the lowest level,

$$
g_{\rm low}\simeq0.02987-\frac{0.00198}{2}+\frac{(0.00198)^2}{8(0.04309)}
=0.0289\ \mathrm{eV}.
$$

The full level sum also gives 0.0289 eV. The gain is about 3% below $kT\ln2$ in this convention. From the mean of the four levels, the correction to the thermal gain is only about $10^{-5}$ eV. That mean is itself moved, however. In this model spin-orbit coupling lowers it by 0.020 eV and lowers the initial doublet by 0.010 eV. The difference, about 0.011 eV in favour of the product or a third of $kT\ln2$, belongs to the reaction energy and not to the degeneracy term. The splitting also depends on the distortion: with $xy$, $yz$ and $xz$ all at 0.45 eV and the same $\zeta$, the four lowest levels stay degenerate to numerical accuracy.

### When orbital degeneracy changes the answer

Spin alone does not determine $q$. If a ground term has orbital degeneracy $g$ and its splitting is negligible compared with $kT$, each orbital state carries $2S+1$ spin states. The gain is then

$$
kT\ln\frac{g_f(2S_f+1)}{g_i(2S_i+1)} .
$$

Replace the initial field by a regular octahedral one, with $x^2-y^2$ and $z^2$ both at 3.0 eV and the other three orbitals at 0. The low-spin ground term now has $g_i=2$ and $S_i=1/2$, so $q_i=4$. The final quartet also has $q_f=4$, and the combined gain is $kT\ln(4/4)=0$. The level sum without spin-orbit coupling gives 0.00002 eV, the remainder being due to excited states. The spin part is still $kT\ln2$, but the lost orbital degeneracy cancels it. This comparison holds the nuclei fixed; a distortion that splits the orbital pair by many $kT$ restores $q_i=2$.

The error can also go the other way. A high-spin d⁷ centre in a regular octahedral field has a threefold orbitally degenerate ground term. Without any splitting, $q_f=3\times4=12$, and starting from an orbitally non-degenerate doublet the gain would be $kT\ln6=0.077$ eV. That number should not be used as it stands: the argument that removed the first-order spin-orbit splitting does not apply to a degenerate term. The actual split levels must be summed.

### Neighbouring spins and softer bonds

Two other omissions can be sized with round parameters. Suppose that the final centres form pairs of spins $3/2$, coupled by $J\,\mathbf S_1\cdot\mathbf S_2$ with $J=0.002$ eV, while the initial centres are uncoupled. Squaring $\mathbf S=\mathbf S_1+\mathbf S_2$ gives

$$
E_S=\frac J2\left[S(S+1)-\frac{15}{2}\right],\qquad S=0,1,2,3.
$$

The level $S=0$ is lowest, and the others lie $J$, $3J$ and $6J$ above it. Therefore

$$
q_{\rm pair}=1+3e^{-J/kT}+5e^{-3J/kT}+7e^{-6J/kT}.
$$

Half of $\ln q_{\rm pair}$ belongs to each centre, so the gain per centre is

$$
kT\left(\tfrac12\ln q_{\rm pair}-\ln2\right)=0.0262\ \mathrm{eV}.
$$

This is about 12% below the isolated-centre value. The reduction is again a matter of reference: the lowest pair level lies $15J/4$ below the mean, or $15J/8=0.00375$ eV per centre, which is slightly more than the reduction itself. Measured from the mean, the gain is marginally above $kT\ln2$.

Vibrations can matter more. A harmonic mode with quantum $\hbar\omega$ has levels $(n+1/2)\hbar\omega$. Summing the geometric series gives

$$
Z_{\rm vib}=\frac{e^{-\hbar\omega/2kT}}{1-e^{-\hbar\omega/kT}}
=\frac{1}{2\sinh(\hbar\omega/2kT)} .
$$

If four metal–ligand modes soften from 0.050 to 0.040 eV, their free-energy gain, zero-point energy included, is

$$
4kT\ln\frac{\sinh(\hbar\omega_i/2kT)}{\sinh(\hbar\omega_f/2kT)}
=0.042\ \mathrm{eV}.
$$

This is 1.4 times the spin gain. If the modes stiffened by the same amount, the term would have the opposite sign and would outweigh the spin gain. In a real exchange the number and character of the modes may change too.

### Relation to a real deposition process

A temperature of 500 K is within the rough range used for thermal atomic layer deposition. Cobalt(II) can be low-spin in a strong ligand field and is commonly high-spin with oxygen neighbours, so the spin change is plausible for a suitable precursor on an oxide. It is not a general property of cobalt deposition: a precursor that is already high-spin has no such gain. The model field with an orbital at 3.4 eV is deliberately strong, and it represents no particular precursor. Cobaltocene, a real spin-1/2 cobalt precursor, shows the main caution. In its ideal symmetric geometry the unpaired electron occupies a degenerate orbital pair, so the orbital condition is doubtful. If that degeneracy were fully accessible and the product were an orbitally non-degenerate quartet, it would remove the whole 0.03 eV. The pair is of $xz$, $yz$ type and carries orbital angular momentum, so spin-orbit coupling splits it at first order, by roughly $\zeta$. For the $\zeta$ used above that is about $1.5\,kT$ at 500 K, so only part of the gain, measured from the lowest levels, would be lost.

The model contains no explicit ligand orbitals and does not predict the reaction energy. If both ground terms are orbitally non-degenerate, with spin-orbit splittings much smaller than $kT$ and other terms many $kT$ higher, the 0.03 eV is a correction to subtract from a separately obtained reaction free energy, provided that the spin degeneracy has not already been counted there. If that free energy was computed without spin-orbit coupling, it also lacks the second-order shift of the levels, which was about 0.011 eV in the model. High-spin cobalt(II) with six oxygen neighbours can violate the orbital condition; its split levels must then be summed. The numerical output below gives the level sums and the sizes of the neglected effects.

## Values computed for the example and the checks

```
Temperature: 500 K
Thermal energy kT: 0.04309 eV
Racah B: 0.10 eV
Racah C: 0.45 eV
Spin-orbit constant zeta: 0.065 eV
Orbital order: xy, yz, xz, x2-y2, z2
Initial orbital energies: [0.  0.  0.  3.4 2.2] eV
Final orbital energies: [0.35 0.45 0.45 0.   0.  ] eV
Number of d7 states: 120
Coulomb integral shift, finer grid: 5.8e-15 eV
Free-ion 4P-4F spacing: 1.5000 eV
Initial ground degeneracy: 2
Initial S(S+1): 0.7500
Initial gap to next term: 1.155 eV
Final ground degeneracy: 4
Final S(S+1): 3.7500
Final gap to next term: 0.350 eV
Spin-only gain kT ln 2: 0.02987 eV
Spin-only gain per mole: 2.882 kJ/mol
Gain from all levels, no spin-orbit: 0.02988 eV
Spin entropy k ln 2: 5.9731e-05 eV/K
Entropy from all levels: 6.0022e-05 eV/K
q ratio at 400 K: 2.0001
q ratio at 500 K: 2.0007
q ratio at 600 K: 2.0030
Spin-only gain at 400 K: 0.02389 eV
Spin-only gain at 600 K: 0.03584 eV
Spin-orbit splitting delta: 0.00198 eV
delta/kT: 0.0459
Gain with spin-orbit, from lowest level: 0.02890 eV
Two-pair formula, from lowest level: 0.02889 eV
Gain from mean of four levels: 0.029877 eV
Regular octahedron e_g energy: 3.0 eV
Regular octahedron initial degeneracy: 4
Gain from regular octahedron: 0.00002 eV
Neighbour exchange J: 0.002 eV
Gain per centre with exchange, lowest level: 0.02622 eV
Number of softened modes: 4
Vibrational quantum, initial: 0.050 eV
Vibrational quantum, final: 0.040 eV
Vibrational free-energy gain: 0.04188 eV
Vibrational gain / spin gain: 1.402
```
